Can a scale grow inward yet show little tracer inside?

**Question**

I oxidized a metal first in ordinary oxygen and then in oxygen enriched in ¹⁸O. The depth profile shows the tracer mostly outside the scale that existed at the switch, with a tail running into it and almost nothing near the metal. I concluded that the scale grows by outward metal transport and that inward oxygen transport is excluded. A colleague objects that oxygen could leak inward along grain boundaries. But would that oxygen not carry the tracer to the metal and leave a second peak there? Can a sizeable inner layer form without one?

**Answer**

It can form with only a weak second peak, which may be hard to detect. The profile shows where tracer atoms ended up, while inward growth depends on the net number of oxygen atoms delivered to the metal, whatever their isotope. If tracer in a grain boundary changes places with old oxygen in the grain walls, much of what reaches the metal can be old oxygen. Whether this hides the inner layer depends on the numbers, so here is a model in which they can be followed.

**The model**

Let x run inward from the old surface (x = 0) to the metal (x = L). The grains are parallel slabs repeated with period g and separated by boundaries of width δ. Oxygen density c is uniform, and layer thicknesses count oxygen atoms. New oxide forms outside the old scale or at the metal, not within the old scale. The tracer fraction is a(x,t) in the boundary and w(x,y,t) in the grain, at distance y from the wall. Both are scaled to be 0 in the old oxide and 1 in the gas. Write kT as an energy, so that the equations need no unit factors.

**How fast does oxygen move inward?**

An oxide ion is driven by its electrochemical potential, η_ion = μ_O + 2η_e. If electrons are much more mobile than ions, η_e is nearly flat and the gradient is that of μ_O. The inward flux cv in a boundary of diffusivity D_b is then

cv = −(c D_b/kT) dμ_O/dx.

In steady growth v does not depend on x. Dividing by cD_b and integrating gives

∫₀ᴸ v dx/D_b = Δμ_O/kT ≡ P,

where Δμ_O is the drop in oxygen potential from gas to metal. This holds even if D_b varies with depth. It takes the tracer diffusivity equal to D_b, which neglects correlation between successive jumps.

P also says how strongly drift beats back-diffusion. For steady tracer flux F (divided by c) without wall exchange, F = va − D_b da/dx. With φ(x) = ∫₀ˣ v dx′/D_b,

d(a e^(−φ))/dx = −(F/D_b) e^(−φ).

Since ∫₀ᴸ (v/D_b)e^(−φ)dx = 1 − e^(−P), integration gives

F = v[a(0) − a(L)e^(−P)]/(1 − e^(−P)).

Tracer supplied at the gas side alone and tracer supplied at the metal side alone therefore give opposed fluxes in the ratio e^P. A chain of vacancy jumps tests this: neutral vacancies 50 times more concentrated at the metal end give P = ln 50, and solving the jump equations gave a flux ratio of 50.000000. That chain also neglects correlation.

For the example take T = 1173 K, so kT = 0.1011 eV, and a potential drop of roughly 2.8 eV. Then P = 27.7. With L = 1000 nm and uniform D_b = 4×10⁻¹³ cm²/s, which is 40 nm²/s,

v = D_b P/L = 40 × 27.7/1000 = 1.108 nm/s.

Boundaries occupy a fraction δ/g of the area. With δ = 1 nm, g = 100 nm and a tracer stage of t = 3600 s, the inner layer is

X_in = δvt/g = 1 × 1.108 × 3600/100 = 39.9 nm.

Let the new outer layer be 160 nm. The true inward share of the new oxide is 39.9/199.9 = 20%.

**What happens to the tracer on the way?**

A boundary gains or loses tracer by flow along it and by diffusion into two walls, where the lattice diffusivity is D_l. Balancing these terms per unit boundary length and dividing by cδ gives

∂a/∂t + v ∂a/∂x = D_b ∂²a/∂x² + (2D_l/δ) ∂w/∂y at y = 0.

The last term is negative while tracer enters the grains. In them ∂w/∂t = D_l ∂²w/∂y², with w = a at the wall, which assumes fast local exchange. I hold L and v constant and set a = 1 at the old surface. This is an approximation: the oxide above was made from tracer gas, but old oxygen diffusing upward would dilute the tracer there, so the calculated signal at the metal is somewhat too high.

First drop the D_b term and let the grains be wide. Writing Laplace transforms with a hat, the wall equation has the decaying solution

ŵ = â exp[−y√(s/D_l)],

whose slope at y = 0 is −√(s/D_l) â. Hence

v dâ/dx = −[s + (2/δ)√(D_l s)] â, with â(0) = 1/s,

and

â(L) = (1/s) exp(−sL/v) exp(−k√s), k = 2L√D_l/(δv).

The factor exp(−sL/v) is a delay by L/v. To invert the rest, consider erfc(ζ) with ζ = y/(2√(Dt)). The diffusion equation for a function f(ζ) reduces to f″ = −2ζf′, which erfc satisfies. It equals 1 at y = 0 and vanishes at t = 0 for y > 0, so its transform is exp[−y√(s/D)]/s. Setting y/√D = k gives, for t > L/v,

a(L,t) = erfc(z), z = L√D_l/[δv√(t − L/v)],

and zero before that. Using δv = gX_in/t,

z = [L√(D_l t)/(gX_in)]/√(1 − L/(vt)).

Apart from the delay factor, z compares the wall area that tracer can penetrate, L√(D_l t), with the inflow per boundary, gX_in. When that ratio, the term in square brackets, is well above 1, the walls take up most of the tracer and return old oxygen. Just after t = L/v, z is large for any D_l, but that alone only means that tracer has barely had time to arrive. The total number of oxygen atoms moving inward is unchanged.

With D_l = 10⁻¹⁶ cm²/s = 0.01 nm²/s, √(D_l t) = 6 nm. The delay is 1000/1.108 = 903 s, so

z = [1000 × 6/(100 × 39.9)]/√(1 − 903/3600) = 1.504/0.866 = 1.74.

At the end of the hour the boundary oxygen reaching the metal is then 1.4% tracer.

**How much tracer does the whole inner layer contain?**

The layer records the time mean S of a(L,t). Let τ = t − L/v and κ = L√D_l/(δv), so z = κ/√τ. We need I = ∫₀^τ erfc(κ/√u)du. Since

d erfc(κ/√u)/du = κ e^(−κ²/u)/(√π u^(3/2)),

integration by parts gives

I = τ erfc(z) − (κ/√π)∫₀^τ u^(−1/2)e^(−κ²/u)du.

A second integration by parts, using the same derivative, gives

∫₀^τ u^(−1/2)e^(−κ²/u)du = 2√τ e^(−z²) − 2κ√π erfc(z).

Therefore, in this drift-only limit,

S = (τ/t)[(1 + 2z²)erfc(z) − (2z/√π)e^(−z²)].

The example gives S ≈ 0.749 × (0.0985 − 0.0957) ≈ 0.0021, or 0.21%.

**Does diffusion along the boundary restore the signal?**

It raises it, so it should be included. Let h = (g − δ)/2 be the half-width of a grain. No tracer crosses its midplane, so with p = √(s/D_l)

ŵ = â cosh[p(h − y)]/cosh(ph).

The wall slope is −p tanh(ph) â, and the boundary equation becomes

D_b d²â/dx² − v dâ/dx − qâ = 0, q = s + (2/δ)√(D_l s) tanh(ph).

Trying e^(rx) gives

r₁,₂ = [v ± √(v² + 4D_b q)]/(2D_b).

At the metal, tracer enters the new layer with the oxygen flow, so dâ/dx = 0 there. Write â = A e^(r₁x) + B e^(r₂x). The exit condition is met by A = −N r₂e^(r₂L) and B = N r₁e^(r₁L), and A + B = 1/s fixes N. The result is

â(L) = (r₁ − r₂)e^((r₁+r₂)L)/{s[r₁e^(r₁L) − r₂e^(r₂L)]}.

The decay rate of the inward solution is

−r₂ = 2q/[v + √(v² + 4D_b q)],

which is smaller than the drift-only value q/v for positive s and tends to it as D_b → 0 at fixed v. Dispersion thus weakens the attenuation.

S is the inverse transform of â(L)/s, divided by t. Numerically, the final tracer fraction rises from 1.4% to 4.5%, and the layer mean from 0.21% to 1.17%. A separate two-dimensional, time-dependent solution of the original equations gave the same mean of 1.17%.

The inner layer therefore holds tracer equivalent to 0.01166 × 39.9 = 0.465 nm of pure tracer oxide. Reading growth from tracer alone gives an apparent inward share of 0.465/(160 + 0.465) = 0.29%, where the true share is 20%.

**Where did the tracer go?**

It is in the tail. Averaged over grains and boundaries, the calculated fraction in the old scale falls from 14.5% at its outer surface to 2.9% halfway down and 0.33% beside the metal. The inner layer is not uniform. Its first oxide, next to the old scale, is almost free of tracer when it forms, and the deposited fraction then rises to 4.5% at the metal; 1.17% is the mean. Later tracer passes through the boundaries of the inner layer and exchanges with their walls, which brings that first oxide to about 0.3%, like the old scale beside it, so no dip should be expected there. These values hold for constant L and v. A longer path alone lowers the fraction at the metal but hardly changes the mean; with the fall of v and dilution in the outer layer included as well, the two become about 2.5% and 0.8%. So a weak second peak remains, and limited depth resolution would lower and broaden it. Whether you could see it depends on that resolution and on the background: ordinary oxygen contains roughly 0.2% ¹⁸O.

Conservation gives a useful bracket. Below the old surface, the net oxygen gain is X_in. If the gas supplies no old oxygen, old oxygen can only stay there or leave upward, so the tracer gain must be at least X_in. The inner layer cannot hold more tracer than its own oxygen. Hence

tracer in inner layer ≤ X_in ≤ all tracer gained below the old surface.

In the example this reads 0.465 nm ≤ 39.9 nm ≤ 44.7 nm. In the model, the 4.8 nm excess is exchange with old oxygen that left upward. Its size depends on holding a = 1 at the old surface; it would be smaller if dilution in the boundaries of the outer layer were included. The boundaries themselves can hold at most δL/g = 10 nm, so most of the tracer is in the grain walls.

The tail does not prove inward growth either, since exchange without net flow also puts tracer below the old surface. Under the assumptions here, you can find X_in by subtracting the oxygen in the new outer layer, located with an inert marker on the old surface, from the total oxygen uptake during the second stage.

**When would your original inference be safe?**

Suppress wall exchange while holding v, D_b and X_in fixed, and the inner layer becomes 76% tracer. In this model, then, wall exchange is what hides the growth. The remaining shortfall is mainly the time needed to flush old oxygen out of the boundary: 1 − L/(vt) = 75%. In the drift-only limit this delay can by itself hide an inner layer of up to δL/g, here 10 nm.

Changing D_l alone shows how conditional the effect is:

D_l = 10⁻¹⁸ cm²/s: S = 52%
D_l = 10⁻¹⁷ cm²/s: S = 22%
D_l = 10⁻¹⁶ cm²/s: S = 1.2%

For this geometry and growth rate, a missing inner signal would be strong evidence against 40 nm of inward growth if you knew that D_l was near 10⁻¹⁸ cm²/s. At 10⁻¹⁶ cm²/s its weight would depend on whether your measurement could resolve a thin layer whose tracer fraction rises only to a few per cent. If it could not, the missing signal would be weak evidence.

**How does this compare with a real scale?**

The parameters are round, illustrative values chosen with a fine-grained chromia scale near 1173 K in mind; they do not describe a particular specimen. With the convention thickness² = k_p × time, the implied parabolic constant k_p is 1.2×10⁻¹² cm²/s, which would put the first stage at about 2.3 hours. The weak signal depends on the highest of the three D_l values above. It depends just as strongly on the boundaries: κ = L√D_l/(δv), and v is proportional to D_b at fixed P and L, so doubling either δ or D_b lowers κ as much as dividing D_l by four. The inner layer would then be twice as thick and its tracer peak much stronger: S is 10% for doubled δ and 13% for doubled D_b. With D_l = 4.4×10⁻¹⁷ and D_b = 1.6×10⁻¹² cm²/s, each within a factor of four of the values used, S is 53% and the masking has largely gone. The example thus lies on the side that favours masking. You therefore need δ and both diffusivities for your own scale before applying these numbers to it.

Real scales also thicken during the tracer stage, here from 1000 to 1200 nm. Using the lower end-of-stage velocity throughout, with D_b and the path L fixed, reduces S to 0.55%. A jump-correlation factor of 0.7, applied to D_b at fixed v, gives 0.84%.

Real boundary diffusivity may also vary with oxygen potential. I let D_b vary as the atomic oxygen activity exp(μ_O/kT) to the power −1/3 or +1/3, that is as p(O₂) to the power −1/6 or +1/6, keeping v and P fixed. D_b then spans a factor of about 10⁴ across the scale. S became 3.1% when D_b rose toward the metal and 6.0% when it fell. Both exceed the uniform result. I have not isolated the cause. The 6.0% is somewhat too high, because D_b is then largest near the old surface, where holding a = 1 neglects dilution by old oxygen diffusing upward. Even 6.0% gives an apparent inward share of about 1.5%, far below 20%, but the tracer peak at the metal would be stronger and easier to see than in the uniform case.

Direct diffusion from the old surface into the grains, also neglected, would add at most about 6.7 nm of tracer below that surface, less where the grain walls already hold tracer, and loosen the upper bound. Moving boundaries, cracks, pores and oxygen dissolving in the metal are outside the model, and each could change the reading of a profile.

So your profile is compatible with dominant outward growth, but does not exclude a substantial inward part until you have bounded the wall exchange or measured the oxygen balance. The numerical output below lists the values of the main calculation.

Values computed for the example and the checks

```
Temperature: 1173 K; kT: 0.10108 eV
Oxygen potential drop, rough input: 2.80 eV
Potential drop / kT: 27.700
Old scale thickness: 1000 nm
Grain period: 100 nm; boundary width: 1.0 nm
Tracer stage: 3600 s
Boundary diffusivity: 4.00e-13 cm2/s
Lattice diffusivity: 1.00e-16 cm2/s
Boundary oxygen velocity: 1.1080 nm/s
Boundary transit delay L/v: 902.5 s
Lattice length sqrt(Dl*t): 6.000 nm
Inner new oxide: 39.889 nm
Outer new oxide, input: 160.0 nm
Drift-only erfc argument: 1.7377
Drift-only final boundary fraction: 1.3992 %
Drift-only inner-layer mean: 0.2070 %
Full final boundary fraction: 4.4836 %
Full inner-layer mean: 1.1656 %
2D simulation inner-layer mean: 1.1718 %
Inner tracer-equivalent thickness: 0.4649 nm
True inward growth share: 19.955 %
Apparent inward tracer share: 0.2897 %
Old-scale planar tracer at 0 nm: 14.5406 %
Old-scale planar tracer at 250 nm: 7.0863 %
Old-scale planar tracer at 500 nm: 2.9220 %
Old-scale planar tracer at 750 nm: 1.0047 %
Old-scale planar tracer at 1000 nm: 0.3324 %
Tracer gained below old surface: 44.680 nm
Excess from isotope exchange: 4.792 nm
Neglected direct lattice uptake: 6.703 nm
Inner mean without wall exchange: 75.832 %
Inner mean at Dl=1e-18 cm2/s: 51.8620 %
Inner mean at Dl=1e-17 cm2/s: 21.7241 %
Inner mean at Dl=1e-16 cm2/s: 1.1656 %
Inner mean at end-of-stage velocity: 0.5495 %
Inner mean, correlation 0.7: 0.8384 %
Inner mean, Db rising inward: 3.0778 %
Inner mean, Db falling inward: 5.9904 %
Final total scale thickness: 1199.89 nm
Implied parabolic constant: 1.221e-12 cm2/s
Implied first-stage time: 8187 s
Hopping test one-way flux ratio: 50.000000
```
